# The AB₂ spin system: nine lines, one ratio, and the inverse problem

## Problem

One spin-1/2 nucleus A is coupled to two magnetically equivalent spin-1/2 nuclei B in an isotropic liquid. With energies in hertz and dimensionless spin operators,

\[
H=\nu_A A_z+\nu_B F_z+J\,\mathbf A\cdot\mathbf F+J_{BB}\,\mathbf B_1\cdot\mathbf B_2,\qquad \mathbf F=\mathbf B_1+\mathbf B_2 .
\]

Let \(\delta=\nu_A-\nu_B>0\) and \(x=J/\delta\), with \(J>0\) unless stated otherwise. Relaxation and exchange are neglected. The response is linear, the temperature is high and the Larmor frequencies far exceed the spread of the lines, so all transitions with \(\Delta m=1\) have practically the same population difference. The numerical frequencies below are offsets from a common reference frequency that is proportional to the field; subtracting it shifts all lines equally and leaves the intensities unchanged. A line's relative intensity is then \(|\langle f|I_+|i\rangle|^2\), where \(I_+=A_++F_+\).

The Zeeman terms may carry either sign: reversing all spins turns one choice into the other and leaves the scalar couplings unchanged. With the sign used here, \(I_+\) raises the energy and line positions are \(E_f-E_i\).

(a) Find the energies and the line positions.

(b) Find the intensities. Show that eight lines survive as \(x\to0\) and that a ninth disappears, and say what the ninth is.

(c) Show that, apart from a shift and a scale of the frequency axis, the pattern depends only on \(x\).

(d) Express \(\nu_A\), \(\nu_B\) and \(|J|\) through line positions. Can the sign of \(J\) be found?

(e) Eight lines are read to 0.1 Hz, with A at the high-frequency end: 1243.9, 1234.6, 1230.0, 1220.7, 1205.2, 1204.1, 1194.8 and 1191.3 Hz. Find the parameters and check the assignment.

## Hints

1. Both \(H\) and \(I_+\) commute with \(\mathbf F^2\). What does this do to \(J_{BB}\), and how large are the remaining matrices?
2. Call the two square roots that appear \(R_+\) and \(R_-\), and work out \(R_+^2-R_-^2\).
3. For (b), write \(\tan\theta\) and \(\cot\theta\) of each mixing angle in terms of the square roots.
4. For (c), split off the part of \(H\) proportional to the total \(I_z\).
5. For (d), look for combinations of positions in which both square roots cancel.

## Solution

### (a) Energies and positions

The two B spins combine to \(F=0\) or \(F=1\). Since \(\mathbf B_1\cdot\mathbf B_2\) equals \(-3/4\) or \(+1/4\) respectively, \(J_{BB}\) shifts each family of states rigidly. No line connects the families, because \(I_+\) commutes with \(\mathbf F^2\). Hence \(J_{BB}\) drops out of the spectrum and is omitted below.

For \(F=0\) spin A is alone. It gives one line at \(\nu_A\), with intensity 1.

For \(F=1\) label the states \(|m_A,m_F\rangle\), writing \(\pm\) for \(m_A=\pm1/2\). The coupling is

\[
J\,\mathbf A\cdot\mathbf F=J\left[A_zF_z+\tfrac12(A_+F_-+A_-F_+)\right].
\]

The states \(|+,1\rangle\) and \(|-,-1\rangle\) are alone in their \(m\) and have energies

\[
E_{\pm3/2}=\pm\left(\tfrac12\nu_A+\nu_B\right)+\tfrac12J .
\]

For \(m=+1/2\) the diagonal elements are \(\nu_A/2\) for \(|+,0\rangle\) and \(-\nu_A/2+\nu_B-J/2\) for \(|-,1\rangle\). Their mean is \(\nu_B/2-J/4\) and their difference is \(\delta+J/2\). As \(F_-|1\rangle=\sqrt2\,|0\rangle\), the off-diagonal element is \(\frac12J\sqrt2=J/\sqrt2\).

For \(m=-1/2\) the diagonal elements are \(\nu_A/2-\nu_B-J/2\) for \(|+,-1\rangle\) and \(-\nu_A/2\) for \(|-,0\rangle\). The mean is \(-\nu_B/2-J/4\), the difference is \(\delta-J/2\), and the off-diagonal element is again \(J/\sqrt2\).

A symmetric 2×2 matrix has eigenvalues equal to the mean plus or minus half of \(\sqrt{(\text{difference})^2+4(\text{off-diagonal})^2}\). Define

\[
R_\pm=\sqrt{(\delta\pm J/2)^2+2J^2}=\sqrt{\delta^2\pm\delta J+\tfrac94J^2}.
\]

With \(u\) for the upper and \(l\) for the lower state of each pair,

\[
E_{u_\pm,\,l_\pm}=\pm\tfrac12\nu_B-\tfrac14J+\tfrac12R_\pm\ (u),\quad -\tfrac12R_\pm\ (l).
\]

Now subtract energies whose \(m\) differs by one. With \(M=(\nu_A+\nu_B)/2\), the step from \(m=1/2\) to \(3/2\) gives \(M+3J/4\mp R_+/2\), the step from \(-3/2\) to \(-1/2\) gives \(M-3J/4\pm R_-/2\), and the middle step gives four lines around \(\nu_B\). Together with the \(F=0\) line:

\[
\begin{aligned}
\nu_1&=M+\tfrac34J+\tfrac12R_+, & \nu_2&=\nu_B+\tfrac12(R_++R_-),\\
\nu_3&=\nu_A, & \nu_4&=M-\tfrac34J+\tfrac12R_-,\\
\nu_5&=\nu_B+\tfrac12(R_+-R_-), & \nu_6&=M+\tfrac34J-\tfrac12R_+,\\
\nu_7&=\nu_B-\tfrac12(R_+-R_-), & \nu_8&=M-\tfrac34J-\tfrac12R_-,\\
\nu_9&=\nu_B-\tfrac12(R_++R_-).
\end{aligned}
\]

**The numbering is the order in the spectrum.** This matters for (d), where lines are identified by counting. Let \(s=\delta+3J/2\) and \(d=\delta-3J/2\). Using \(M-\nu_B=\delta/2\), the gaps are

\[
\begin{aligned}
&\nu_1-\nu_2=\nu_3-\nu_4=\nu_6-\nu_7=\tfrac12(s-R_-),\\
&\nu_2-\nu_3=\tfrac12(R_++R_-)-\delta,\\
&\nu_4-\nu_5=\tfrac12(2R_--R_++d),\quad \nu_5-\nu_6=\tfrac12(2R_+-R_--s),\\
&\nu_7-\nu_8=\tfrac12(2R_--R_+-d),\quad \nu_8-\nu_9=\tfrac12(R_++d).
\end{aligned}
\]

Squaring the definitions shows that \(d^2,\ R_-^2,\ R_+^2,\ s^2\) increase in equal steps of \(2\delta J\). Therefore \(s>R_-\) and \(R_+>|d|\), which settles the first and last gaps. The mean of two unequal non-negative numbers is smaller than their root mean square, so

\[
R_-+s<2R_+,\qquad |d|+R_+<2R_- ,
\]

which settles the gaps 4–5, 5–6 and 7–8. Finally \(R_+>\delta+J/2\) and \(R_->\delta-J/2\) give \(R_++R_->2\delta\), so \(\nu_2>\nu_3\). All gaps are positive for every finite \(x>0\).

### (b) Intensities and the combination line

Write the mixed states as

\[
\begin{aligned}
|u_+\rangle&=c_+|+,0\rangle+s_+|-,1\rangle, & |l_+\rangle&=-s_+|+,0\rangle+c_+|-,1\rangle,\\
|u_-\rangle&=c_-|+,-1\rangle+s_-|-,0\rangle, & |l_-\rangle&=-s_-|+,-1\rangle+c_-|-,0\rangle,
\end{aligned}
\]

where \(c_\pm=\cos\theta_\pm\), \(s_\pm=\sin\theta_\pm\) and

\[
\tan2\theta_\pm=\frac{\sqrt2\,J}{\delta\pm J/2},\qquad 0<2\theta_\pm<\pi .
\]

The raising operator acts as

\[
\begin{aligned}
I_+|+,0\rangle&=\sqrt2\,|+,1\rangle, & I_+|-,1\rangle&=|+,1\rangle,\\
I_+|+,-1\rangle&=\sqrt2\,|+,0\rangle, & I_+|-,0\rangle&=|+,0\rangle+\sqrt2\,|-,1\rangle,\\
I_+|-,-1\rangle&=|+,-1\rangle+\sqrt2\,|-,0\rangle .
\end{aligned}
\]

The four lines that involve an unmixed state have amplitudes

\[
a_1=c_+-\sqrt2s_+,\quad a_6=\sqrt2c_++s_+,\quad a_4=c_-+\sqrt2s_-,\quad a_8=\sqrt2c_--s_- .
\]

The middle four connect two mixed states:

\[
\begin{aligned}
a_5&=\langle u_+|I_+|u_-\rangle=\sqrt2(c_+c_-+s_+s_-)+c_+s_-,\\
a_7&=\langle l_+|I_+|l_-\rangle=\sqrt2(c_+c_-+s_+s_-)-s_+c_-,\\
a_2&=\langle u_+|I_+|l_-\rangle=\sqrt2(s_+c_--c_+s_-)+c_+c_-,\\
-a_9&=\langle l_+|I_+|u_-\rangle=-\sqrt2(s_+c_--c_+s_-)-s_+s_- .
\end{aligned}
\]

These simplify. Since \(\cos2\theta_\pm=(\delta\pm J/2)/R_\pm\) and \(\sin2\theta_\pm=\sqrt2J/R_\pm\), the half-angle formulas give

\[
\cot\theta_\pm=\frac{R_\pm+\delta\pm J/2}{\sqrt2J},\qquad
\tan\theta_\pm=\frac{R_\pm-\delta\mp J/2}{\sqrt2J}.
\]

For the ninth line, divide by \(s_+s_-\):

\[
\frac{a_9}{s_+s_-}=\sqrt2(\cot\theta_--\cot\theta_+)+1
=\frac{R_--R_+-J}{J}+1=-\frac{R_+-R_-}{J}.
\]

The same division by \(c_+c_-\), \(c_+s_-\) and \(s_+c_-\) respectively gives

\[
a_2=c_+c_-\frac{R_+-R_-}{J},\quad
a_5=c_+s_-\frac{R_++R_-}{J},\quad
a_7=s_+c_-\frac{R_++R_-}{J}.
\]

None of these vanishes for finite \(x>0\), and \(a_4,a_6\) are sums of positive terms. A zero of \(a_1\) would need \(\tan\theta_+=1/\sqrt2\), that is \(\tan2\theta_+=2\sqrt2\), or \(x=2+x\). A zero of \(a_8\) would need \(\tan2\theta_-=-2\sqrt2\), or \(x=x-2\). Both are impossible, so there are nine lines.

**Weak coupling.** Expanding the square roots to second order,

\[
R_\pm\simeq\delta\left[1\pm\tfrac12x+\left(\tfrac98-\tfrac18\right)x^2\right]=\delta\left(1\pm\tfrac12x+x^2\right).
\]

To first order in \(J\), lines 1–4 lie at \(\nu_A+J,\nu_A,\nu_A,\nu_A-J\), each with intensity tending to 1: the A triplet, 1:2:1. Lines 5–8 form two pairs at \(\nu_B\pm J/2\), each line with intensity tending to 2: the B doublet. The second-order terms open these coincidences:

\[
\nu_2-\nu_3\simeq\frac{J^2}{\delta},\qquad \nu_5-\nu_6\simeq\nu_7-\nu_8\simeq\frac{J^2}{2\delta}.
\]

For line 9, \(s_\pm\simeq x/\sqrt2\) and \((R_+-R_-)/J\to1\), so

\[
I_9=s_+^2s_-^2\frac{(R_+-R_-)^2}{J^2}\simeq\frac{x^4}{4}.
\]

Its position tends to \(\nu_B-\delta=2\nu_B-\nu_A\), and its states tend to \(|+,-1\rangle\) and \(|-,1\rangle\). Spin A turns down while both B spins turn up. This is the combination line. It satisfies \(\Delta m=1\) like the others and is not strictly forbidden; it borrows intensity through mixing.

**Strong coupling.** As \(x\to\infty\), \(R_\pm\simeq\frac32J\pm\frac13\delta\), \(\tan\theta_+\to1/\sqrt2\) and \(\tan\theta_-\to\sqrt2\). Lines 1 and 8 lose their intensity because \(a_1\) and \(a_8\) tend to zero at these angles, and lines 2 and 9 lose theirs because \((R_+-R_-)/J\simeq2/(3x)\to0\). Lines 4, 5 and 6 converge on \(\nu_B+\delta/3=(\nu_A+2\nu_B)/3\) with intensities 3:4:3, the three transitions of a total spin 3/2. Lines 3 and 7, each of intensity 1, belong to the two total-spin-1/2 doublets and lie at \(\nu_A\) and \(\nu_B-\delta/3\). The combination line is thus weak at both ends. In a numerical scan from \(x=0.02\) to 5 it is strongest near \(x=1.14\), with about 0.12 % of the total intensity.

**Two sum rules.** The total intensity is \(\mathrm{Tr}(I_-I_+)=\mathrm{Tr}(I_x^2+I_y^2)\), the term in \(I_z\) being traceless. Each of the three spins contributes \(8\times(\frac14+\frac14)=4\), so the sum is 12. The scalar couplings commute with \(I_+\), so \([H,I_+]=\nu_AA_++\nu_BF_+\) and

\[
\sum_k I_k\nu_k=\mathrm{Tr}\left(I_-[H,I_+]\right)=4\nu_A+8\nu_B .
\]

The intensity-weighted mean position is therefore \((\nu_A+2\nu_B)/3\) at any coupling strength.

### (c) One parameter

Since \(\nu_A=\nu_B+\delta\), and \(J_{BB}\) has no effect on the spectrum,

\[
H\to\nu_B(A_z+F_z)+\delta\left(A_z+x\,\mathbf A\cdot\mathbf F\right).
\]

The first term commutes with the second and moves every \(\Delta m=1\) line by \(\nu_B\). The operator in the second bracket contains only \(x\): its eigenvectors, and hence all intensities, are functions of \(x\), while \(\delta\) multiplies its eigenvalues. Thus

\[
\frac{\nu_k-\nu_B}{\delta}=f_k(x),\qquad I_k=I_k(x).
\]

This holds for line positions and integrated intensities. The appearance of a recorded spectrum depends also on the ratio of linewidth to \(\delta\), which decides whether close lines are resolved.

### (d) Parameters from positions

Line 3 is \(\nu_A\) itself. In \(\nu_5+\nu_7\) the roots cancel. For \(J\), form

\[
\nu_1-\nu_4=\tfrac32J+\tfrac12(R_+-R_-),\qquad
\nu_6-\nu_8=\tfrac32J-\tfrac12(R_+-R_-),
\]

whose sum is \(3J\). Hence

\[
\nu_A=\nu_3,\qquad \nu_B=\tfrac12(\nu_5+\nu_7),\qquad |J|=\tfrac13(\nu_1-\nu_4+\nu_6-\nu_8).
\]

The modulus is needed because the sign is invisible. Changing \(J\to-J\) exchanges \(R_+\) and \(R_-\), and with \(2\theta_\pm\) now in \((-\pi,0)\) it sends \(\theta_+\to-\theta_-\) and \(\theta_-\to-\theta_+\). In the formulas for positions and amplitudes this exchanges 1 with 4, 5 with 7 and 6 with 8, and leaves 2, 3 and 9 unchanged. The same nine lines result, with the same intensities.

Eight positions and three unknowns leave five checks. Three are linear: the equalities \(\nu_1-\nu_2=\nu_3-\nu_4=\nu_6-\nu_7\), and \(\nu_2-\nu_4=\nu_5-\nu_8\). Two are quadratic. Because \(\nu_1-\nu_6=R_+\) and \(\nu_4-\nu_8=R_-\) for \(J>0\),

\[
\begin{aligned}
(\nu_1-\nu_6)^2-(\nu_4-\nu_8)^2&=2\delta|J|,\\
(\nu_1-\nu_6)^2+(\nu_4-\nu_8)^2&=2\delta^2+\tfrac92J^2 .
\end{aligned}
\]

The formula for \(|J|\) uses lines 1 and 8, which fade at strong coupling. All three formulas use individual members of the close pairs 2–3, 5–6 and 7–8, which merge at weak coupling.

### (e) The numbers

In hertz,

\[
\nu_A=1230.0,\qquad \nu_B=\tfrac12(1205.2+1194.8)=1200.0,
\]
\[
|J|=\tfrac13(1243.9-1220.7+1204.1-1191.3)=\tfrac13(23.2+12.8)=12.0 .
\]

So \(\delta=30.0\) Hz and \(|x|=0.400\). Each reading may be off by 0.05 Hz. The worst case is then \(4\times0.05/3\approx0.07\) Hz in \(|J|\) and 0.1 Hz in \(\delta\), or to first order about 0.004 in \(|x|\).

The three equal gaps are all 9.3 Hz, and \(\nu_2-\nu_4=\nu_5-\nu_8=13.9\) Hz. The quadratic checks use \(39.8^2=1584.0\) and \(29.4^2=864.4\). Their difference is 719.7 Hz² by unrounded squares, against \(2\times30\times12=720\) Hz²; their sum is 2448.4 Hz², against \(1800+648=2448\) Hz². The assignment is consistent within the reading error.

The data were generated from the round model parameters \(\nu_A=1230\) Hz, \(\nu_B=1200\) Hz and \(J=12\) Hz. The forward calculation gives \(R_+=\sqrt{36^2+288}=39.80\) Hz and \(R_-=\sqrt{24^2+288}=29.39\) Hz, so for instance \(\nu_1=1215+9+19.90=1243.90\) Hz. The angles are \(\theta_+=12.62^\circ\) and \(\theta_-=17.63^\circ\).

The intensities of lines 1–4 are 0.44, 0.65, 1.00 and 1.91, and those of lines 5–8 are 2.90, 2.56, 1.44 and 1.09. Intensity has moved towards the centre of the pattern. The combination line lies at 1165.4 Hz with intensity 0.0033 out of 12; the leading law \(x^4/4=0.0064\) is about twice too large at this coupling. All nine lines are listed in the numerical output.

## Variation 1: which end belongs to A?

*The same eight positions are given without saying whether A lies above or below B. Can positions alone decide?*

If A lies below B by the same amount, the spectrum is the mirror image about \(\nu_B\): replacing \(\delta\) by \(-\delta\) at fixed \(J\) gives the Hamiltonian \(-\delta(A_z-x\mathbf A\cdot\mathbf F)\) beside the \(\nu_B\) term. The overall minus sign reflects the positions, and the reversed sign of \(x\) has no effect on the spectrum. The lines must then be counted from the low-frequency end.

Counting from the wrong end replaces the three gaps that should be equal by \(\nu_7-\nu_8\), \(\nu_5-\nu_6\) and \(\nu_2-\nu_3\). From the gap formulas in (a),

\[
(\nu_7-\nu_8)-(\nu_5-\nu_6)=\tfrac32\left[J-(R_+-R_-)\right].
\]

Since \(R_+^2-R_-^2=2\delta J\), we have \(R_+-R_-=2\delta J/(R_++R_-)<J\). The difference is positive for every finite \(x>0\), so the wrong reading always violates the equality. Here the wrong gaps are 3.49, 1.10 and 4.60 Hz, against three gaps of 9.30 Hz for the right reading. At weak coupling they tend to \(J^2/(2\delta)\), \(J^2/(2\delta)\) and \(J^2/\delta\), so splittings of this size must be resolved for this eight-line test to apply. If they are not resolved, five lines remain, and the end with three lines spaced by \(J\) is A while the end with two is B.

## Variation 2: the same sample in twice the field

*The field is doubled. What happens to the pattern, and what change of \(J\) would have preserved it?*

Both resonance frequencies double, so \(\delta=60\) Hz, while \(J\) stays at 12 Hz. Hence \(x=0.2\), and the pattern changes. For line 1, \(R_+=\sqrt{66^2+288}=68.15\) Hz and

\[
\frac{\nu_1-\nu_B}{\delta}=\frac{30+9+34.07}{60}=1.218,
\]

compared with 1.463 before. This shift of 0.245 is the largest among the nine reduced positions. The combination line drops from 0.0033 to 0.00034, a factor of about ten; the \(x^4\) law alone would give sixteen, but it is not yet accurate at \(x=0.4\).

To preserve the pattern \(|J|\) would have to double as well, to 24 Hz. Diagonalising the full Hamiltonian with \(J=24\) Hz reproduces all reduced positions to better than \(10^{-9}\), with the same intensities. A field change does not do this, because \(J\) is independent of the field. Pattern matching by itself therefore yields \(|x|\); a calibrated frequency axis is needed to obtain \(\delta\) and \(|J|\) separately.

## Values computed for the example and the checks

```
Input: nuA = 1230.0 Hz, nuB = 1200.0 Hz, J = 12.0 Hz
delta = 30.0 Hz, x = J/delta = 0.400
R+ = 39.7995 Hz, R- = 29.3939 Hz
theta+ = 12.620 deg, theta- = 17.632 deg
line, position (Hz), (nu-nuB)/delta, intensity (sum 12)
1  1243.900  +1.4633  0.4447
2  1234.597  +1.1532  0.6503
3  1230.000  +1.0000  1.0000
4  1220.697  +0.6899  1.9082
5  1205.203  +0.1734  2.9050
6  1204.100  +0.1367  2.5553
7  1194.797  -0.1734  1.4414
8  1191.303  -0.2899  1.0918
9  1165.403  -1.1532  0.0033
Sum of intensities = 12.0000
Intensity-weighted mean position = 1210.000 Hz
Positions read to 0.1 Hz, lines 1-4: 1243.9 1234.6 1230.0 1220.7
Positions read to 0.1 Hz, lines 5-8: 1205.2 1204.1 1194.8 1191.3
Recovered nuA = 1230.00 Hz, nuB = 1200.00 Hz
Recovered delta = 30.00 Hz, |J| = 12.000 Hz
Recovered |J|/delta = 0.4000
Gaps 1-2, 3-4, 6-7 (Hz): 9.303 9.303 9.303
Same gaps read from wrong end (Hz): 3.494 1.103 4.597
delta and J doubled: largest reduced shift < 1e-9: True
Only delta doubled: delta = 60.0 Hz, x = 0.200
  largest change of a reduced position = 0.2454
  combination-line intensity = 0.000335 (sum 12)
Combination line at x = 0.01: intensity/(x^4/4) = 0.99955
Greatest combination intensity = 0.01461 (sum 12)
  reached near x = 1.14, 0.122 % of total
```
